Superposition error and bracketing in RPA binding of two hydrogen molecules

Take one electronic excitation and treat it as a boson mode, with creation operator b†. Let A be the energy of one quantum and B the strength with which the Coulomb interaction creates or destroys quanta in pairs:

H = A b†b + ½B(b†b† + bb).

Only A and B carry the unit of energy, so the ground-state energy must be E = A g(B/A), with g a pure function. The replacement b → ib, b† → −ib† preserves the commutator and b†b but reverses the sign of the pair term. The energy therefore cannot depend on the sign of B, and g is even. Since g(0) = 0, the leading form for weak coupling is

E ≈ −c B²/A.

The number c is not negative, because the empty state gives ⟨H⟩ = 0 and the ground state cannot lie higher. The solution below gives c > 0, so every coupled mode that a basis set makes available offers an energy gain, of second order in its coupling while that coupling is weak. Functions borrowed from a neighbouring molecule offer such gains too, and this is the origin of the superposition error in RPA correlation energies.

**Solving the model**

Atomic units are used in the algebra. Write b = (q + ip)/√2 with [q,p] = i. Then b†b = ½(q² + p² − 1) and b†b† + bb = q² − p², so

H = ½(A + B)q² + ½(A − B)p² − ½A.

For |B| < A this is an oscillator of frequency Ω = √[(A + B)(A − B)], with zero-point energy ½Ω. Hence

E = ½(Ω − A) ≈ −B²/(4A),

which fixes c = ¼.

For many modes A and B become matrices. In a closed-shell molecule with real orbitals, a mode p stands for an excitation from occupied orbital i to virtual orbital a, with gap Δ_p. The Coulomb coupling of two excitations is K_pq = (ia|jb). The spin-symmetric combination of the up and down excitations couples with 2K. The antisymmetric combination carries no charge density and contributes nothing in direct RPA. So A = Δ + 2K and B = 2K, and

H = ½ qᵀ(Δ + 4K)q + ½ pᵀΔp − ½Tr(Δ + 2K).

Set q = Δ^½ q′ and p = Δ^(−½) p′, which preserves the commutators. The momentum term becomes ½p′ᵀp′, and the squared frequencies Ω² are the eigenvalues of Δ² + 4Δ^½KΔ^½. Therefore

E_c = ½[ΣΩ − Tr(Δ + 2K)].   (1)

This is the direct RPA correlation energy, whose definition as a sum of ring diagrams is

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 + X) − X],
X = 4 f^½ K f^½, f = Δ/(Δ² + ω²).

One factor 2 in X comes from spin, the other from 1/(Δ + iω) + 1/(Δ − iω) = 2Δ/(Δ² + ω²). To see the equality, pull D = Δ² + ω² out of the determinant:

det(1 + X) = det(D + 4Δ^½KΔ^½)/det D = Π(ω² + Ω²)/Π(ω² + Δ²).

The integral of ln[(ω² + Ω²)/(ω² + Δ²)] from zero to infinity is π(Ω − Δ), because its derivative with respect to Ω is ∫2Ω dω/(ω² + Ω²) = π. The term Tr X integrates to 4·(π/2)Tr K = 2πTr K. Division by 2π gives (1). For one H2 molecule in aug-cc-pVDZ, both routes give −1.260351 eV with the density-fitted integrals used throughout; exact integrals give −1.260377 eV, a shift of 0.00003 eV.

**Why ghost functions lower the energy**

Keep the occupied orbitals and the Fock operator fixed, and enlarge the virtual space. Rotations among virtual orbitals merely rotate the boson modes, so the small problem can be viewed as the large one with some modes removed. Take its ground state, leave the removed modes empty, and use the product as a trial state in the large problem. Every term of H that involves a removed mode has an annihilation operator on the right or a creation operator on the left, so its expectation value vanishes. The trial energy equals the small-basis energy, and the variational principle for the boson Hamiltonian gives

E_c(large) ≤ E_c(small).   (2)

This is a statement about correlation at fixed occupied orbitals. In a real calculation the occupied orbital also relaxes when functions are added, which (2) does not cover. For an H2 molecule given its partner's aug-cc-pVDZ functions, the lowering is 0.00241 eV with the orbital frozen and 0.00249 eV with it relaxed. Relaxation matters little here.

The size of the gain follows from a two-mode case. Let a molecule have one mode of its own, with gap Δ and coupling K. Let the ghost functions add a mode of equal gap whose transition density has the same shape but amplitude s. This s describes the part of the ghost space not already present in the molecule's own basis, so it vanishes when that basis is complete. The coupling matrix is K(1,s)ᵀ(1,s), with eigenvalues K(1 + s²) and 0. Equation (1) then returns the one-mode energy

E(K) = ½[√(Δ² + 4ΔK) − Δ − 2K]

with K replaced by K(1 + s²). Its slope is dE/dK = Δ/Ω₀ − 1, where Ω₀ = √(Δ² + 4ΔK). For small s the gain per molecule is therefore

G ≈ K s²(1 − Δ/Ω₀) ≈ 2K²s²/Δ,

where the last form uses Δ/Ω₀ = (1 + 4K/Δ)^(−½) ≈ 1 − 2K/Δ for K ≪ Δ. In the opposite limit, K ≫ Δ, the slope tends to −1 and G tends to Ks²: the quadratic law is a weak-coupling result.

**Why the gain competes with binding**

Now place two such molecules side by side, without ghost modes, and let κ couple their excitations. The sum and difference modes have Ω±² = Ω₀² ± 4Δκ. The traces in (1) cancel against those of the separate molecules, leaving

E_int = ½(Ω₊ + Ω₋ − 2Ω₀).

With x = 4Δκ, expand √(Ω₀² ± x) = Ω₀ ± x/(2Ω₀) − x²/(8Ω₀³). The linear terms cancel and

E_int ≈ −x²/(8Ω₀³) = −2Δ²κ²/Ω₀³ ≈ −2κ²/Δ.

For distant dipoles κ falls as R⁻³, so this is the R⁻⁶ dispersion attraction. Call its magnitude W. The correlation energy of the two separate molecules is about −2K²/Δ at weak coupling, so binding is smaller by the factor (κ/K)². The spurious gain of both molecules, compared with the attraction, is

2G/W ≈ (4K²s²/Δ)/(2κ²/Δ) = 2(Ks/κ)².   (3)

A small s does not make the error harmless, because κ/K is small as well.

In a real molecule s is kept finite by slow basis convergence. The Coulomb repulsion puts a kink, linear in the interelectronic distance, into the pair function. A basis that resolves lengths down to λ rounds off this kink. The gradient is then wrong by a finite amount in a relative volume λ³, and since the energy error is quadratic in the error of the function, it scales as λ³. If λ shrinks as 1/X, where X = 2, 3, 4 labels the double-, triple- and quadruple-zeta sets, the missing energy falls as X⁻³. This is a scaling argument, not a proof for these particular basis sets.

The H2 numbers show the mismatch of scales. Relative to a triple-quadruple-zeta extrapolated limit of −1.612 eV, whose last digits are not secure (the double-triple extrapolation gives −1.597 eV), one molecule lacks 0.352, 0.115 and 0.049 eV of RPA correlation in aug-cc-pVDZ, TZ and QZ. The ratio of the last two follows from the extrapolation itself and is no evidence for the law. The binding energy of the dimer is only about 0.0025 eV. In aug-cc-pVDZ the ghost functions recover 0.00249/0.352 = 0.7% of one molecule's missing correlation, and that already equals the whole binding energy.

**Why RPA suffers more than MP2 here**

Second-order perturbation theory in the pair term gives the leading part of (1). For p ≠ q the state b†_p b†_q|0⟩ is reached with amplitude B_pq and costs A_p + A_q. A doubly excited single mode is reached with amplitude B_pp/√2 and costs 2A_p. Summing freely over p and q, and replacing A by Δ at this order,

E₂ = −½ΣB_pq²/(A_p + A_q) ≈ −2ΣK_pq²/(Δ_p + Δ_q).

MP2 has K_ia,jb(2K_ia,jb − K_ib,ja) in place of 2K². With one occupied orbital the two integrals coincide and the numerator is K². For an H2 molecule the direct second-order energy is therefore twice the MP2 energy: direct RPA lacks the exchange term that removes half of it.

The higher ring terms reduce this factor. For one mode, expanding E(K) to third order gives −(K²/Δ)(1 − 2K/Δ), so the ratio to MP2 is 2(1 − 2K/Δ), which approaches 2 when the gap is large compared with the coupling. The computed correlation parts of the superposition error have RPA/MP2 ratios of 1.77, 1.84 and 1.91 in the three augmented sets. The matching quantity in the two-mode model is the gain G. The one-mode MP2 energy −K²/(2Δ) gives a gain K²s²/Δ, and Δ/Ω₀ ≈ 1 − 2K/Δ + 6K²/Δ² makes the ratio (1 − Δ/Ω₀)Δ/K ≈ 2(1 − 3K/Δ). This is below 2, as observed, but the agreement goes no further. The model puts the gain ratio below the monomer ratio 2(1 − 2K/Δ), whereas in the augmented sets the computed ratios lie above the monomer RPA/MP2 ratios of 1.70, 1.72 and 1.73; with K/Δ fixed from the monomer ratio, the model gain ratio is only about 1.6. At leading order in s it does not depend on s, so it does not explain the rise along the augmented series. In cc-pVDZ and cc-pVTZ the ratio falls instead, from 1.692 to 1.655.

**When the two binding energies bracket the limit**

Let E_A^Y be the energy of molecule A in basis Y, where Y is its own basis or the full dimer basis AB. The uncorrected and counterpoise (CP) binding energies are

E_raw = E_AB^AB − E_A^A − E_B^B,
E_CP = E_AB^AB − E_A^AB − E_B^AB.

Subtracting,

E_CP − E_raw = (E_A^A − E_A^AB) + (E_B^B − E_B^AB) = δ.

This δ is the superposition error. Its Hartree-Fock part cannot be negative, by the variational principle in nested bases; its correlation part is governed by (2) up to orbital relaxation. The total was positive in all five basis sets tested.

Let d be the error of E_CP relative to the complete-basis limit. The error of E_raw is then d − δ. The limit lies between the two values when the first error is not negative and the second not positive:

0 ≤ d ≤ δ.   (4)

The left inequality says that CP underbinds. This is expected when the basis misses part of the dispersion, since CP gives both molecules and the dimer the same functions and removes the borrowed monomer energy. The right inequality says that the borrowed energy exceeds the missing attraction. Neither is guaranteed. In the model, if a fraction η of W is missing, d = ηW and (3) turns the condition into

0 ≤ η ≤ 2(Ks/κ)².

Bracketing thus requires the monomers to borrow from each other at least as much energy as the attraction the basis misses. It does not certify a basis that is good for dispersion: if 2(Ks/κ)² exceeds 1, the condition holds even at η = 1, when all of the attraction is missing.

**The hydrogen dimer**

Two H2 molecules with bonds of 0.74 Å form a T, their centres 3.4 Å apart. The total energy is Hartree-Fock plus direct RPA correlation on Hartree-Fock orbitals. The reference is a CP calculation in aug-cc-pVQZ with a further set of functions at the midpoint: −0.00250 eV, made of +0.00216 eV from Hartree-Fock and −0.00466 eV from correlation. It estimates the basis limit of this method and leaves out exchange and other correlation terms beyond direct RPA, so it is not a prediction of the measured well.

The binding energies in eV are:

basis: CP, uncorrected
cc-pVDZ: +0.00105, −0.00095
cc-pVTZ: −0.00047, −0.00119
aug-cc-pVDZ: −0.00092, −0.00680
aug-cc-pVTZ: −0.00207, −0.00336
aug-cc-pVQZ: −0.00238, −0.00284

In aug-cc-pVDZ, d = −0.00092 + 0.00250 = 0.00158 eV and δ = −0.00092 + 0.00680 = 0.00588 eV. Condition (4) holds, although δ is more than twice the binding energy. In cc-pVDZ, d = 0.00105 + 0.00250 = 0.00355 eV exceeds δ = 0.00200 eV, and both values underbind. The same happens in cc-pVTZ. These compact sets have the smaller superposition error at each X, yet they fail to bracket, because they miss more of the attraction than the monomers borrow. A small δ is therefore no certificate of a good binding energy.

The mean of the two values has error d − δ/2. For positive d and δ it improves on CP when (d − δ/2)² < d², that is, when δ²/4 < dδ, or d > δ/4. In aug-cc-pVTZ, d = 0.00042 eV exceeds δ/4 = 0.00032 eV, and the mean, −0.00272 eV, is the better estimate. In aug-cc-pVQZ the two sides are equal with this reference, about 0.00011 eV each, so the preference rests on the uncertainty of the reference; a more strongly bound limit, such as the extrapolated values below, favours the mean.

That uncertainty can be gauged by extrapolation. If E_X = E_∞ + cX⁻³, then 64E₄ − 27E₃ = 37E_∞. For the CP correlation parts,

E_∞ = [64(−0.004536) − 27(−0.004250)]/37 = −0.00474 eV.

Adding the quadruple-zeta Hartree-Fock part, 0.00215 eV, gives −0.00259 eV. The uncorrected values extrapolate to −0.00266 eV. The three estimates of the limit spread over 0.00016 eV, and all lie inside the aug-cc-pVQZ bracket, so that verdict does not hinge on the choice of reference.

**Along the curve**

The superposition error also changes the shape of the curve. In aug-cc-pVDZ at 3.0 Å, CP gives repulsion, +0.0062 eV, while the uncorrected value is attractive, −0.0043 eV. Among the distances 3.0, 3.4, 4.0 and 5.0 Å, the lowest CP value in this basis is at 4.0 Å and the lowest uncorrected value at 3.4 Å. In aug-cc-pVTZ both are lowest at 3.4 Å.

From 3.0 to 5.0 Å, δ in aug-cc-pVDZ falls from 0.0104 to 0.00073 eV, a factor of 14. An R⁻⁶ law would give (5/3)⁶ ≈ 21, so over this range the error is longer-ranged than dispersion. This cannot persist: s requires the ghost functions to overlap the molecule, and Gaussian functions eventually decay faster than any power of R. At 12 Å, δ is below 10⁻⁷ eV while a CP attraction of about 4 × 10⁻⁶ eV remains. About three quarters of it lies in the Hartree-Fock part, which falls roughly as R⁻⁵ like a quadrupole interaction; the correlation part is about 1 × 10⁻⁶ eV, still well above δ. The binding energies along the curve are in the numerical output below.

Numbers as computed

```
H2 bond 0.74 angstrom; main distance 3.4 angstrom
Boson test: number basis -0.611240, RPA -0.611240 eV
Monomer RPA aug-cc-pvdz: roots -1.260351 eV
Same energy from frequency integral: -1.260351 eV
Fitting error in binding: CP -0.0000014, raw -0.0000010 eV
Midpoint reference: total -0.002496 eV
Reference parts: HF 0.002159, RPA -0.004655 eV
Binding in eV: basis, CP, uncorrected, mean, BSSE, brackets?
cc-pvdz      0.001049 -0.000947 0.000051 0.001995 no
cc-pvtz      -0.000471 -0.001191 -0.000831 0.000720 no
aug-cc-pvdz  -0.000920 -0.006800 -0.003860 0.005880 yes
aug-cc-pvtz  -0.002074 -0.003359 -0.002716 0.001285 yes
aug-cc-pvqz  -0.002383 -0.002836 -0.002609 0.000454 yes
BSSE parts in eV: basis, HF, RPA corr, MP2 corr; RPA/MP2 ratio
cc-pvdz      0.000384 0.001611 0.000952; 1.692
cc-pvtz      0.000248 0.000473 0.000286; 1.655
aug-cc-pvdz  0.000754 0.005126 0.002901; 1.767
aug-cc-pvtz  0.000373 0.000912 0.000497; 1.835
aug-cc-pvqz  0.000069 0.000384 0.000202; 1.906
Correlation binding in eV: basis, CP, uncorrected
cc-pvdz      -0.001314 -0.002925
cc-pvtz      -0.002832 -0.003305
aug-cc-pvdz  -0.003313 -0.008439
aug-cc-pvtz  -0.004250 -0.005162
aug-cc-pvqz  -0.004536 -0.004920
Extrapolated monomer RPA correlation: -1.61216 eV
Monomer in eV: basis, RPA corr, MP2 corr, missing RPA corr
aug-cc-pvdz  -1.26035 -0.74237 0.35181
aug-cc-pvtz  -1.49713 -0.87022 0.11503
aug-cc-pvqz  -1.56363 -0.90468 0.04853
Ghost lowering of monomer A RPA corr, eV: frozen, relaxed orbital
aug-cc-pvdz  0.002406 0.002489
aug-cc-pvtz  0.000287 0.000283
aug-cc-pvqz  0.000151 0.000152
TQ extrapolated binding: CP -0.002591, raw -0.002659 eV
Curve: R in angstrom; CP, raw in eV for aug-DZ, then aug-TZ
3.0 0.006176 -0.004267 0.003107 0.001040
3.4 -0.000920 -0.006800 -0.002074 -0.003359
4.0 -0.001379 -0.003687 -0.001730 -0.002451
5.0 -0.000471 -0.001201 -0.000557 -0.000817
At 12.0 angstrom, aug-DZ: CP -0.0000038 eV, BSSE 0.0000000 eV
```
